# Why momentum is not velocity when the pseudopotential is nonlocal

**Q:** In a plane-wave calculation I take the velocity operator to be $\hbar(\mathbf k+\mathbf G)/m$. The basis functions are momentum eigenstates, so this matrix is diagonal and free of approximation. Yet for the lowest band of a small model crystal it gives $-248.7$ km/s along $x$, while differences of the band energy give a slope $(1/\hbar)\,\partial E/\partial k_x$ of $-438.4$ km/s. Is my basis too small?

**A:** Your matrix is the correct matrix of $\mathbf p/m$. The question is whether $\mathbf p/m$ is the velocity. What is in the Hamiltonian?

**Q:** A fixed potential, not a self-consistent one, with round parameters that stand for no particular material:

$$H=\frac{p^2}{2m}+V_{\rm loc}(\mathbf r)+V_{\rm nl},\qquad V_{\rm nl}=\sum_{\mathbf R,\tau,j}D_{\tau j}\,|\beta_{\mathbf R\tau j}\rangle\langle\beta_{\mathbf R\tau j}| .$$

The cell is cubic, with $a=0.40$ nm and volume $\Omega=a^3$. Each site $\tau$ carries a local well $-U_\tau e^{-\rho^2/2w^2}$ with $w=0.08$ nm, where $\boldsymbol\rho$ is measured from the site. It also carries one s and three p projectors,

$$\beta_s=(\pi\sigma^2)^{-3/4}e^{-\rho^2/2\sigma^2},\qquad \beta_{p_j}=\frac{\sqrt2\,\rho_j}{\sigma}\,\beta_s,\qquad \sigma=0.06\ \text{nm}.$$

The corner site has $U=40$, $D_s=20$, $D_p=-10$ eV. The body centre has half of each. I use the 515 plane waves with $|\mathbf G|\le 5\,(2\pi/a)$, at $\mathbf k=(0.20,0.10,0.05)\,2\pi/a$.

**A:** Start from what velocity means, the rate of change of mean position. The Schrödinger equation gives $d\langle x\rangle/dt=(i/\hbar)\langle[H,x]\rangle$, so the operator is $v_x=(i/\hbar)[H,x]$. Take the terms in turn.

For the kinetic energy, $[p_x,x]=-i\hbar$ gives

$$[p_x^2,x]=p_x[p_x,x]+[p_x,x]p_x=-2i\hbar p_x,\qquad \frac{i}{\hbar}\,\frac{-2i\hbar p_x}{2m}=\frac{p_x}{m}.$$

The local potential is a function of position and commutes with $x$. The nonlocal one acts through a kernel, $(V_{\rm nl}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r'$. In $V_{\rm nl}x$ the coordinate acts first and gives $x'$; in $xV_{\rm nl}$ it acts last and gives $x$. Hence $[V_{\rm nl},x]$ has the kernel

$$V(\mathbf r,\mathbf r')\,(x'-x).$$

This and its $y$ and $z$ counterparts all vanish only if the kernel is confined to $\mathbf r=\mathbf r'$. A projector takes amplitude at one point and returns it at another, so it moves the electron in a way that $\mathbf p/m$ does not count. Therefore

$$\mathbf v=\frac{\mathbf p}{m}+\frac{i}{\hbar}[V_{\rm nl},\mathbf r].$$

**Q:** Position is not a legitimate operator on Bloch states. It grows without limit and depends on the origin.

**A:** The commutator contains only $x'-x$. That difference does not depend on the origin, it is unchanged when both points move by a lattice vector, and it is weighted by a kernel that dies off once either point leaves the region of the projector. So the commutator is lattice periodic although $x$ is not.

**Q:** How do I get its matrix between plane waves?

**A:** By differentiating the matrix you already build. Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u$, with $u$ periodic. Then $u$ is an eigenfunction of $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Since $x$ commutes with the exponentials,

$$\frac{\partial H(\mathbf k)}{\partial k_x}=e^{-i\mathbf k\cdot\mathbf r}(-ixH+iHx)e^{i\mathbf k\cdot\mathbf r}=e^{-i\mathbf k\cdot\mathbf r}\,i[H,x]\,e^{i\mathbf k\cdot\mathbf r}=\hbar\,v_x(\mathbf k).$$

So the velocity matrix is $(1/\hbar)\,\partial H_{\mathbf G\mathbf G'}/\partial k_x$ at a fixed set of $\mathbf G$. The kinetic part $\hbar^2|\mathbf k+\mathbf G|^2/2m$ gives your $\hbar(k_x+G_x)/m$. The local part depends on $\mathbf G-\mathbf G'$ and gives nothing. The projector part depends on $\mathbf k$ and gives the rest.

**Q:** Let me work that part out. With $\mathbf K=\mathbf k+\mathbf G$, $\mathbf K'=\mathbf k+\mathbf G'$ and plane waves normalised to the cell, I need

$$F_j(\mathbf K)=\Omega^{-1/2}\int e^{-i\mathbf K\cdot\boldsymbol\rho}\beta_j(\boldsymbol\rho)\,d^3\rho .$$

The Gaussian integral is $(2\pi\sigma^2)^{3/2}e^{-\sigma^2K^2/2}$, so

$$F_s=\frac{(2\pi\sigma^2)^{3/2}}{\Omega^{1/2}(\pi\sigma^2)^{3/4}}\,e^{-\sigma^2K^2/2}=\frac{(4\pi\sigma^2)^{3/4}}{\Omega^{1/2}}\,e^{-\sigma^2K^2/2}\equiv g(K).$$

For the p projectors, $\rho_je^{-i\mathbf K\cdot\boldsymbol\rho}=i\,\partial e^{-i\mathbf K\cdot\boldsymbol\rho}/\partial K_j$, hence

$$F_{p_j}=\frac{\sqrt2}{\sigma}\,i\,\frac{\partial g}{\partial K_j}=-i\sqrt2\,\sigma K_j\,g(K).$$

A site at $\tau$ adds the phase $e^{-i(\mathbf K-\mathbf K')\cdot\tau}$. Do I differentiate that too?

**A:** $\mathbf K-\mathbf K'=\mathbf G-\mathbf G'$ does not contain $\mathbf k$, so the phase is a constant. If your code attaches $e^{-i\mathbf K\cdot\tau}$ to each projector, the row contributes $-i\tau_x$ and the column $+i\tau_x$, and they cancel. Differentiating one side alone would make the result depend on the origin.

**Q:** Then, since $F_{p_j}(\mathbf K)F_{p_j}^*(\mathbf K')=2\sigma^2K_jK'_j\,gg'$ with $g'=g(K')$,

$$V_{\rm nl}(\mathbf K,\mathbf K')=\sum_\tau e^{-i(\mathbf G-\mathbf G')\cdot\tau}\,gg'\left[D_{\tau s}+2\sigma^2D_{\tau p}\,\mathbf K\cdot\mathbf K'\right].$$

**A:** Now use the product rule. Both $\mathbf K$ and $\mathbf K'$ move with $\mathbf k$, so

$$\partial_{k_x}(gg')=-\sigma^2(K_x+K'_x)\,gg',\qquad \partial_{k_x}(\mathbf K\cdot\mathbf K')=K_x+K'_x ,$$

and therefore

$$\frac{\partial V_{\rm nl}}{\partial k_x}=\sum_\tau e^{-i(\mathbf G-\mathbf G')\cdot\tau}\,gg'\,\sigma^2(K_x+K'_x)\left[2D_{\tau p}-D_{\tau s}-2\sigma^2D_{\tau p}\,\mathbf K\cdot\mathbf K'\right].$$

Try one element, $\mathbf G=(1,0,0)$ and $\mathbf G'=(0,-1,1)$ in units of $2\pi/a=15.708$ nm⁻¹.

**Q:** In those units $\mathbf K=(1.20,0.10,0.05)$ and $\mathbf K'=(0.20,-0.90,1.05)$.

- $K_x+K'_x=1.40\times15.708=21.99$ nm⁻¹.
- $\mathbf K\cdot\mathbf K'=0.2025\times15.708^2=49.97$ nm⁻².
- $K^2+K'^2=3.405\times15.708^2=840.2$ nm⁻², so $gg'=\dfrac{(4\pi\sigma^2)^{3/2}}{\Omega}\,e^{-\sigma^2(K^2+K'^2)/2}=0.15034\,e^{-1.5123}=0.03314$.
- The phase is $1$ for the corner and $e^{-i\pi}=-1$ for the centre, so the strengths combine to $D_s=20-10=10$ eV and $D_p=-10+5=-5$ eV.
- The bracket is $-10-10+2(0.0036)(5)(49.97)=-18.20$ eV.

The product is $0.03314\times0.0036\times21.99\times(-18.20)=-0.0477$ eV nm.

**A:** Integrating the commutator numerically in real space, with the projectors on a grid and $x$ inserted explicitly, gives $-0.04775$ eV nm. The derivative and the commutator are the same object.

**Q:** I accept the operator. Why must its expectation value be the band slope? The coefficients also change with $\mathbf k$.

**A:** Let $c$ be the normalised coefficient vector of a nondegenerate band, so $E=c^\dagger Hc$. Differentiate, writing $\partial$ for $\partial/\partial k_x$, and use $Hc=Ec$:

$$\partial E=c^\dagger(\partial H)c+E\left[(\partial c)^\dagger c+c^\dagger\partial c\right]=c^\dagger(\partial H)c .$$

The bracket is the derivative of $c^\dagger c=1$ and vanishes. This holds in a truncated basis too, provided the set of $\mathbf G$ stays fixed. If the set is chosen by a cutoff on $|\mathbf k+\mathbf G|$, the energy can jump where a wave enters or leaves, and a difference taken across the jump is not a slope. At a degeneracy one diagonalises $\partial H$ within the degenerate states first.

Here are the four lowest bands, in km/s. The second column is a central difference of energies with a step of 0.0002 nm⁻¹. Entries are rounded separately.

| Band | Slope | $p_x/m$ | Projectors |
|---|---|---|---|
| 1 | −438.4 | −248.7 | −189.7 |
| 2 | 64.3 | 52.6 | 11.8 |
| 3 | 72.5 | 54.3 | 18.2 |
| 4 | 220.7 | 209.0 | 11.6 |

The last two columns add up to the slope. For band 1 momentum supplies 57% of it. Your basis is not at fault: with 925 plane waves the slopes of these bands change by at most 0.006 km/s.

**Q:** Yet I have seen $\hbar(\mathbf k+\mathbf G)/m$ give the right slope.

**A:** With a purely local potential it must. Switch off the projectors in your model and the lowest band has a slope of 64.1 km/s, and $p_x/m$ gives 64.1 km/s.

Symmetry can also hide the error. Both sites of your crystal are centres of inversion. A nondegenerate state at $\Gamma$ has definite parity, while $\mathbf p/m$ and $(i/\hbar)[V_{\rm nl},\mathbf r]$ are both odd, so each has zero expectation value. In your model the lowest level at $\Gamma$ is threefold degenerate, at $-8.345$ eV. The first nondegenerate one is the fourth, at $-3.273$ eV, and there both parts vanish. Agreement at such a point says nothing about the operator elsewhere.

**Q:** For optics I could keep $\mathbf p$. Light enters through $\mathbf p\to\mathbf p+e\mathbf A$, and the cross term is $e\mathbf A\cdot\mathbf p/m$.

**A:** That substitution in the kinetic energy alone is incomplete here. Take a uniform field $\mathcal E(t)$ along $x$. This is the long-wavelength limit, and I leave out the field induced by the other electrons. The electron has charge $-e$, so its energy in the field is $+e\mathcal Ex$:

$$i\hbar\,\partial_t\psi=(H+e\mathcal Ex)\psi .$$

Set $\mathcal E=-dA/dt$ and $\psi=e^{i\theta x}\phi$ with $\theta=eA/\hbar$. The left side becomes

$$e^{i\theta x}\left(i\hbar\,\partial_t\phi-\hbar\dot\theta x\phi\right)=e^{i\theta x}\left(i\hbar\,\partial_t\phi+e\mathcal Ex\phi\right),$$

because $\hbar\dot\theta=e\dot A=-e\mathcal E$. The terms in $e\mathcal Ex$ cancel, which leaves

$$i\hbar\,\partial_t\phi=e^{-i\theta x}He^{i\theta x}\phi .$$

This is the transformation that defined $H(\mathbf k)$. The field shifts $k_x$ by $eA/\hbar$ in the whole Hamiltonian, projectors included. To first order the coupling is

$$\frac{eA}{\hbar}\,\frac{\partial H}{\partial k_x}=eA\,v_x .$$

With $p_x/m$ in place of $v_x$, the potential $A$ no longer describes the field you started with.

**Q:** Can I see the correct strength without using a velocity at all?

**A:** Yes, from the dipole. For $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, the derivative $\partial\psi_{\mathbf k}=ix\psi_{\mathbf k}+e^{i\mathbf k\cdot\mathbf r}\partial u_{\mathbf k}$ can be solved for

$$x\psi_{\mathbf k}=-i\,\partial\psi_{\mathbf k}+e^{i\mathbf k\cdot\mathbf r}\,i\,\partial u_{\mathbf k}.$$

In a wave packet $\int a(\mathbf k)\psi_{\mathbf k}\,d^3k$ of band $n$, integration by parts moves the derivative in the first term onto $a$, so that term stays in band $n$. The passage to another band $m$ comes from the second term, and its matrix element is

$$x_{mn}=i\langle u_m|\partial u_n\rangle .$$

To relate this to the velocity, differentiate $H(\mathbf k)u_n=E_nu_n$ and project on $u_m$ with $m\ne n$. The term in $\partial E_n$ drops out by orthogonality:

$$\langle u_m|\partial H|u_n\rangle=(E_n-E_m)\langle u_m|\partial u_n\rangle .$$

The left side is $\hbar v_{mn}$, and $\langle u_m|\partial u_n\rangle=-ix_{mn}$, so

$$v_{mn}=\frac i\hbar(E_m-E_n)\,x_{mn}.$$

For a given $A$ the transition rate is proportional to $|v_{mn}|^2$. The dimensionless oscillator strength, per electron and for $x$ polarisation, is

$$f_{mn}=\frac{2m|v_{mn}|^2}{E_m-E_n}=\frac{2m(E_m-E_n)|x_{mn}|^2}{\hbar^2},$$

where the prefactor $m$ is the electron mass. The two forms agree for the full velocity. They have no reason to agree for $p_x/m$.

**Q:** An eigenvector from a diagonalisation has an arbitrary phase. How is $\partial u_n$ computed?

**A:** From the ratio $\langle u_m(\mathbf k)|u_n(\mathbf k\pm\delta)\rangle/\langle u_n(\mathbf k)|u_n(\mathbf k\pm\delta)\rangle$, where $\delta$ is a small step along $x$. The phase of the shifted vector cancels, and to first order the ratio is $\pm\delta\langle u_m|\partial u_n\rangle$. The difference of the two ratios, divided by $2\delta$, gives the derivative. With $\delta=0.0002$ nm⁻¹, the transitions from band 1 are:

| To band | Energy (eV) | $f$, dipole | $f$, full $v_x$ | $f$, $p_x/m$ |
|---|---|---|---|---|
| 2 | 0.465 | 0.00014 | 0.00014 | 0.0360 |
| 3 | 0.618 | below 0.00001 | below 0.00001 | 0.0066 |
| 4 | 6.129 | 0.713 | 0.713 | 0.052 |

**Q:** So momentum makes the strong transition weak and gives the two nearly dark ones visible strength. An overall scale factor could not repair that.

**A:** No, because the two parts add as amplitudes. For the transition to band 2, momentum alone gives 260 times the true strength, so the full amplitude is $1/\sqrt{260}=0.06$ of the momentum amplitude. The projector amplitude must nearly cancel it. For band 4 the ratio of strengths is 0.072, so the momentum amplitude is $\sqrt{0.072}=0.27$ of the full one. The projector amplitude must then be at least 0.73 of the full one in size. Here the two parts have opposite sign, so it is $1+0.27=1.27$ of the full amplitude, and momentum works against it. These sizes belong to this model at this $\mathbf k$. Another crystal may show much smaller errors, but their size has to be computed.

**Q:** Could I detect the fault from the sum of the strengths?

**A:** Yes, with the right sum rule. Differentiate $\partial E_n=c_n^\dagger(\partial H)c_n$ once more:

$$\partial^2E_n=c_n^\dagger(\partial^2H)c_n+2\,{\rm Re}\,c_n^\dagger(\partial H)\,\partial c_n .$$

The projection formula above gives the components of $\partial c_n$ on the other bands as $\hbar v_{mn}/(E_n-E_m)$. Its component on $c_n$ itself is imaginary, by normalisation, and multiplies the real number $\partial E_n$, so it drops out of the real part. Thus

$$\partial^2E_n=\langle\partial^2H\rangle+2\sum_{m\ne n}\frac{\hbar^2|v_{mn}|^2}{E_n-E_m}.$$

Multiply by $m/\hbar^2$, with $m$ the mass. The sum becomes $-\sum f_{mn}$. The kinetic part of $\partial^2H$ is $\hbar^2/m$ and contributes 1. Hence

$$\sum_{m\ne n}f_{mn}=1+\frac{m}{\hbar^2}\langle\partial^2V_{\rm nl}\rangle-\frac{m}{\hbar^2}\,\partial^2E_n .$$

The middle term is a double commutator: applying $\partial\to i[\,\cdot\,,x]$ twice turns $V_{\rm nl}$ into $-[[V_{\rm nl},x],x]$.

For band 1 the middle term is 2.177. A five-point difference of the energies, with a step of 0.005 nm⁻¹, gives $(m/\hbar^2)\,\partial^2E_1=-0.095$. The right side is $1+2.177+0.095=3.272$. Summed over all the other bands of the basis, the strengths from the full velocity give 3.272 and those from momentum give 2.106.

**Q:** With a local potential the middle term is absent, and I would have expected $1+0.095=1.095$.

**A:** The momentum strengths miss that value as well. The bands and states come from a nonlocal Hamiltonian, so the local rule does not apply to them.

**Q:** If I add the projector derivative, are my optical strengths then those of the real crystal?

**A:** They are those of the pseudo-Hamiltonian. A pseudopotential replaces the wavefunction near the nucleus by a smoother one, and the commutator does not put the original back. The difference in the dipole from that region remains, along with whatever the band energies and the neglected induced fields get wrong. The derivation also assumed orthonormal coefficient vectors. The model has no spin-orbit term; one carried by projectors is part of $V_{\rm nl}$ and must be kept in the same commutator.

What the commutator does secure is consistency: the slope is the derivative of the computed band, and the velocity and dipole forms give the same absorption. To examine a code, compare its diagonal velocities with energy differences at a general $\mathbf k$, and its off-diagonal ones with dipoles from overlaps. The diagonal comparison alone leaves the optical elements unexamined.
